# Orbital order and ionisation order in N₂: a referee's comment: a numerical check

```python
# Result under test: for N2 near the Hartree-Fock limit the orbital order puts
# 1 pi-u highest, but the lowest vertical ion state is 2-Sigma-g+; the
# second-order self-energy Sigma restores that order.
# For a hole k:  I_k = -eps_k - Sigma_kk(eps_k) = -eps_k - R - P + C
# eps: orbital energy; R: orbital relaxation; P: new pair correlation using
# the hole; C: pair correlation lost with the removed electron.
# The Dyson pole solves w = eps_k + Sigma_kk(w); Z is its pole strength.
# Internal energies are in hartree, printed energies in eV unless labelled.
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import newton
from pyscf import gto, scf, ao2mo, symm, fci, cc, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
NOCC = 7
BOND = 1.10
HOLES = {"3sigma_g": "Ag", "1pi_u": "B3u", "2sigma_u": "B1u"}


def molecule(basis, bond, charge=0):
    return gto.M(atom=[["N", (0, 0, -bond / 2)], ["N", (0, 0, bond / 2)]],
                 basis=basis, unit="Angstrom", symmetry="D2h",
                 charge=charge, spin=charge, verbose=0)


def neutral_hf(basis, bond):
    mf = scf.RHF(molecule(basis, bond))
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.kernel()
    assert mf.converged
    return mf


def occupied_labels(mf):
    mol = mf.mol
    names = symm.label_orb_symm(mol, mol.irrep_name, mol.symm_orb,
                                mf.mo_coeff)
    return [str(name) for name in names[:NOCC]]


def hole_indices(mf):
    names = occupied_labels(mf)
    return {hole: max(i for i in range(NOCC) if names[i] == irrep)
            for hole, irrep in HOLES.items()}


def second_order(mf, k):
    """Diagonal self-energy and its three parts from the spatial formula."""
    orb = np.asarray(mf.mo_coeff)
    eps = np.asarray(mf.mo_energy)
    n = orb.shape[1]
    ints = ao2mo.general(mf._eri, (orb[:, [k]], orb, orb[:, :NOCC], orb),
                         compact=False).reshape(n, NOCC, n)
    eo, ev = eps[:NOCC], eps[NOCC:]
    a = ints[:NOCC, :, NOCC:]
    b = ints[NOCC:, :, NOCC:]
    num_h = a * (2 * a - a.transpose(1, 0, 2))
    num_p = b * (2 * b - b.transpose(2, 1, 0))
    den_h = ev[None, None, :] - eo[:, None, None] - eo[None, :, None]
    den_p = eo[None, :, None] - ev[:, None, None] - ev[None, None, :]

    def sigma(w):
        return np.sum(num_h / (w + den_h)) + np.sum(num_p / (w + den_p))

    direct, exchange = a[k], a[:, k, :]
    relax = np.sum((direct**2 + (direct - exchange)**2)
                   / (ev[None, :] - eo[:, None]))
    new_pair = np.sum(num_h / (eps[k] + den_h)) - relax
    lost_pair = -np.sum(num_p / (eps[k] + den_p))
    pole = newton(lambda w: w - eps[k] - sigma(w), eps[k], tol=1e-10)
    step = 1e-4
    slope = (sigma(pole + step) - sigma(pole - step)) / (2 * step)
    return {"koopmans": -eps[k], "R": relax, "P": new_pair, "C": lost_pair,
            "I2": -eps[k] - sigma(eps[k]), "pole": -pole,
            "Z": 1 / (1 - slope)}


def determinant_sums(h1, eri, eps, hole=None):
    """Apply H to one determinant and sum second-order terms by class."""
    norb = len(eps)
    nbeta = NOCC - (hole is not None)
    nelec = (NOCC, nbeta)
    sa = np.asarray(fci.cistring.make_strings(range(norb), NOCC))
    sb = np.asarray(fci.cistring.make_strings(range(norb), nbeta))
    filled = (1 << NOCC) - 1
    beta_ref = filled if hole is None else filled - (1 << hole)
    ia = int(np.where(sa == filled)[0][0])
    ib = int(np.where(sb == beta_ref)[0][0])
    vector = np.zeros((len(sa), len(sb)))
    vector[ia, ib] = 1.0
    h2 = fci.direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)
    column = np.asarray(fci.direct_spin1.contract_2e(
        h2, vector, norb, nelec)).reshape(vector.shape)
    bits_a = (sa[:, None] >> np.arange(norb)) & 1
    bits_b = (sb[:, None] >> np.arange(norb)) & 1
    zero = (bits_a @ eps)[:, None] + (bits_b @ eps)[None, :]
    gap = zero - zero[ia, ib]
    nvirt = (bits_a[:, NOCC:].sum(1)[:, None]
             + bits_b[:, NOCC:].sum(1)[None, :])
    internal = nvirt == 0
    internal[ia, ib] = False
    if internal.any():
        assert np.max(np.abs(column[internal])) < 1e-6
    terms = np.zeros_like(column)
    use = (nvirt > 0) & (np.abs(column) > 1e-10)
    assert np.min(gap[use]) > 0
    terms[use] = -column[use]**2 / gap[use]
    if hole is None:
        return column[ia, ib], terms.sum()
    refilled = np.broadcast_to(bits_b[:, hole][None, :] == 1, terms.shape)
    return (column[ia, ib], terms[(nvirt == 1) & ~refilled].sum(),
            terms[(nvirt == 1) & refilled].sum(), terms[nvirt == 2].sum())


# Explicit determinant sums against the self-energy formula, minimal basis.
small = neutral_hf("sto-3g", BOND)
small_holes = hole_indices(small)
orb = np.asarray(small.mo_coeff)
h1 = orb.T @ small.get_hcore() @ orb
eri = ao2mo.restore(1, ao2mo.full(small._eri, orb), orb.shape[1])
eps_small = np.asarray(small.mo_energy)
energy_n, e2_n = determinant_sums(h1, eri, eps_small)
assert abs(energy_n + small.mol.energy_nuc() - small.e_tot) < 1e-8
largest_difference = 0.0
small_result = {}
for hole, k in small_holes.items():
    formula = second_order(small, k)
    small_result[hole] = formula
    energy_ion, singles, refill, doubles = determinant_sums(
        h1, eri, eps_small, k)
    explicit = {"koopmans": energy_ion - energy_n, "R": -singles,
                "P": -refill, "C": doubles - e2_n}
    explicit["I2"] = (energy_ion - energy_n + singles + refill
                      + doubles - e2_n)
    for key, value in explicit.items():
        difference = abs(value - formula[key])
        largest_difference = max(largest_difference, difference)
        assert difference < 1e-6, (hole, key, value, formula[key])

# Near-limit Hartree-Fock and second-order result.
large = neutral_hf("cc-pvqz", BOND)
large_holes = hole_indices(large)
names = occupied_labels(large)
pi_pair = [large.mo_energy[names.index(s)] for s in ("B2u", "B3u")]
assert abs(pi_pair[0] - pi_pair[1]) < 1e-6
result = {hole: second_order(large, k) for hole, k in large_holes.items()}
sg, pu = result["3sigma_g"], result["1pi_u"]
assert max(large_holes.values()) == NOCC - 1
assert pu["koopmans"] < sg["koopmans"]
assert sg["I2"] < pu["I2"]
assert min(result, key=lambda hole: result[hole]["pole"]) == "3sigma_g"
assert small_result["3sigma_g"]["koopmans"] < \
    small_result["1pi_u"]["koopmans"]


def optimised_ion(mf, hole):
    ion = scf.ROHF(molecule("cc-pvqz", BOND, charge=1))
    occupation = {"Ag": (3, 3), "B1u": (2, 2),
                  "B2u": (1, 1), "B3u": (1, 1)}
    alpha, beta = occupation[HOLES[hole]]
    occupation[HOLES[hole]] = (alpha, beta - 1)
    ion.irrep_nelec = occupation
    ion._eri = mf._eri
    ion.conv_tol = 1e-9
    ion.max_cycle = 100
    density = np.asarray(mf.make_rdm1())
    ion.kernel(dm0=np.array([density / 2, density / 2]))
    assert ion.converged
    return ion.e_tot - mf.e_tot


delta_scf = {hole: optimised_ion(large, hole)
             for hole in ("3sigma_g", "1pi_u")}
for hole, value in delta_scf.items():
    assert value < result[hole]["koopmans"]
assert delta_scf["1pi_u"] < delta_scf["3sigma_g"]

# Bond-length scan and separate correlated reference.
scan = {}
for bond in (1.00, BOND, 1.20):
    medium = neutral_hf("cc-pvtz", bond)
    indices = hole_indices(medium)
    scan[bond] = {hole: second_order(medium, indices[hole])
                  for hole in ("3sigma_g", "1pi_u")}
    if bond == BOND:
        reference_hf = medium
for hole in ("3sigma_g", "1pi_u"):
    change = scan[BOND][hole]["koopmans"] - result[hole]["koopmans"]
    assert abs(change) * EV < 0.05

coupled = cc.RCCSD(reference_hf, frozen=2)
coupled.kernel()
assert coupled.converged
roots, vectors = coupled.ipccsd(nroots=4)
reference_names = occupied_labels(reference_hf)
eom = {}
for energy, vector in zip(roots, vectors):
    one_hole = np.abs(np.asarray(vector)[:NOCC - 2])
    irrep = reference_names[2 + int(np.argmax(one_hole))]
    hole = {"Ag": "3sigma_g", "B1u": "2sigma_u",
            "B2u": "1pi_u", "B3u": "1pi_u"}[irrep]
    eom[hole] = min(float(energy), eom.get(hole, np.inf))
assert set(eom) == set(HOLES)
assert min(eom, key=eom.get) == "3sigma_g"

print(f"N2 bond length: {BOND:.2f} angstrom")
print(f"1 hartree = {EV:.6f} eV")
print(f"cc-pVQZ basis functions: {large.mol.nao_nr()}")
print(f"HF total energy, cc-pVTZ: {reference_hf.e_tot:.6f} hartree")
print(f"HF total energy, cc-pVQZ: {large.e_tot:.6f} hartree")
print("Largest determinant-sum minus formula difference, STO-3G: "
      f"{largest_difference * EV:.1e} eV")
for hole in ("3sigma_g", "1pi_u"):
    print(f"STO-3G Koopmans energy {hole}: "
          f"{small_result[hole]['koopmans'] * EV:.3f} eV")
print("cc-pVQZ results by hole:")
for hole, data in result.items():
    print(f"{hole}: Koopmans energy {data['koopmans'] * EV:.3f} eV")
    print(f"  relaxation R {data['R'] * EV:.3f} eV, "
          f"new pairs P {data['P'] * EV:.3f} eV, "
          f"lost pairs C {data['C'] * EV:.3f} eV")
    print(f"  I at w=eps {data['I2'] * EV:.3f} eV, "
          f"Dyson pole I {data['pole'] * EV:.3f} eV, "
          f"Z {data['Z']:.3f} (no unit)")
for hole, value in delta_scf.items():
    print(f"Optimised ROHF ion, cc-pVQZ, {hole}: {value * EV:.3f} eV")
for hole in HOLES:
    print(f"IP-EOM-CCSD, cc-pVTZ, {hole}: {eom[hole] * EV:.3f} eV")
print("cc-pVTZ bond scan:")
for bond, values in scan.items():
    for hole, data in values.items():
        print(f"R={bond:.2f} angstrom, {hole}: "
              f"Koopmans {data['koopmans'] * EV:.3f} eV, "
              f"Dyson {data['pole'] * EV:.3f} eV")
print("checks complete")
```

It prints:

```
N2 bond length: 1.10 angstrom
1 hartree = 27.211386 eV
cc-pVQZ basis functions: 110
HF total energy, cc-pVTZ: -108.983007 hartree
HF total energy, cc-pVQZ: -108.990601 hartree
Largest determinant-sum minus formula difference, STO-3G: 2.2e-12 eV
STO-3G Koopmans energy 3sigma_g: 14.663 eV
STO-3G Koopmans energy 1pi_u: 15.548 eV
cc-pVQZ results by hole:
3sigma_g: Koopmans energy 17.237 eV
  relaxation R 1.683 eV, new pairs P 2.698 eV, lost pairs C 2.018 eV
  I at w=eps 14.875 eV, Dyson pole I 15.169 eV, Z 0.881 (no unit)
1pi_u: Koopmans energy 16.661 eV
  relaxation R 1.726 eV, new pairs P 0.525 eV, lost pairs C 2.905 eV
  I at w=eps 17.315 eV, Dyson pole I 17.257 eV, Z 0.911 (no unit)
2sigma_u: Koopmans energy 21.203 eV
  relaxation R 1.248 eV, new pairs P 4.063 eV, lost pairs C 1.760 eV
  I at w=eps 17.652 eV, Dyson pole I 18.256 eV, Z 0.845 (no unit)
Optimised ROHF ion, cc-pVQZ, 3sigma_g: 15.908 eV
Optimised ROHF ion, cc-pVQZ, 1pi_u: 15.272 eV
IP-EOM-CCSD, cc-pVTZ, 3sigma_g: 15.558 eV
IP-EOM-CCSD, cc-pVTZ, 1pi_u: 17.157 eV
IP-EOM-CCSD, cc-pVTZ, 2sigma_u: 18.839 eV
cc-pVTZ bond scan:
R=1.00 angstrom, 3sigma_g: Koopmans 17.438 eV, Dyson 15.300 eV
R=1.00 angstrom, 1pi_u: Koopmans 17.905 eV, Dyson 18.038 eV
R=1.10 angstrom, 3sigma_g: Koopmans 17.201 eV, Dyson 15.051 eV
R=1.10 angstrom, 1pi_u: Koopmans 16.627 eV, Dyson 17.149 eV
R=1.20 angstrom, 3sigma_g: Koopmans 16.920 eV, Dyson 14.865 eV
R=1.20 angstrom, 1pi_u: Koopmans 15.562 eV, Dyson 16.478 eV
checks complete
```
